# Hydrogen from the surface and the slowing of silicon regrowth

An undoped amorphous silicon layer of thickness \(s\) crystallizes on its crystalline substrate at a rate \(v_0\), measured in nm/s. The temperature is constant and the front is planar. If \(v_0\) is set by atomic rearrangements at the interface, the only lengths in the problem besides \(s\) are atomic ones. Once \(s\) is hundreds of times larger than these, its ratio to them should no longer matter, and the rate should not depend on depth. A trend on that scale needs another length.

Diffusion supplies it. An impurity with diffusivity \(D\) in the amorphous layer brings in

\[
\ell=\frac{D}{v_0}.
\]

Let hydrogen be held at concentration \(c_s\) at the surface, and let \(K\) be the concentration at which half of the susceptible interface defects are blocked. Let \(\varphi\) be the share of \(v_0\) carried by those defects, \(h\) a velocity describing leakage into the crystal, and \(s_0\) the starting thickness. Dimensional analysis then gives

\[
\frac{v}{v_0}=F\!\left(\frac{s}{\ell},\frac{s_0}{\ell},\frac{h}{v_0},\frac{c_s}{K},\varphi\right).
\]

The appearance of \(s_0\) matters: the rate depends on how long hydrogen has had to travel, and not on the present depth alone. In this model the slowing is a property of silicon with a hydrogen source at its surface, not of pure silicon.

## How hydrogen lowers the rate

Let \(\theta\) be the fraction of susceptible defects that hold hydrogen, and \(c_i\) the hydrogen concentration on the amorphous side of the interface. The defects are assumed independent, and capture and release fast enough to balance:

\[
k_c c_i(1-\theta)=k_r\theta
\quad\Rightarrow\quad
\theta=\frac{c_i}{c_i+K},\qquad K=\frac{k_r}{k_c}.
\]

A free defect crystallizes atoms at a fixed mean rate and survives many such events; a blocked one crystallizes none. This part of the growth is therefore \(\varphi v_0(1-\theta)\). The remaining part, \((1-\varphi)v_0\), is taken to be insensitive to hydrogen. The sum is

\[
v=v_0(1-\varphi\theta)=v_0\left(1-\frac{\varphi c_i}{c_i+K}\right).
\]

Passivation alone gives slow growth, but no depth trend. The trend comes from the change of \(c_i\) during regrowth.

## Hydrogen balance at a moving interface

Place the surface at \(x=0\) and the interface at \(x=s(t)\), with \(v=-ds/dt>0\). In the layer \(c_t=Dc_{xx}\), with \(c(0,t)=c_s\) and no hydrogen at the start. The hydrogen content per area changes at the rate

\[
\frac{d}{dt}\int_0^s c\,dx=-vc_i+\int_0^s Dc_{xx}\,dx
=-vc_i+Dc_x(s)-Dc_x(0).
\]

The first term arises because the upper limit moves. The same change equals the inflow at the surface, \(-Dc_x(0)\), minus the leak \(hc_i\) into the crystal. Equating the two expressions gives

\[
-Dc_x(s)+vc_i=hc_i .
\]

The front sweeps up hydrogen at the rate \(vc_i\), and the crystal removes it at the rate \(hc_i\). Right next to the interface, the concentration therefore falls towards the crystal if \(h>v\) and rises if \(h<v\); farther away it can still fall in both cases while hydrogen is arriving. Hydrogen stored on the defects is neglected here.

A constant \(h\) follows from steady diffusion through a wafer of thickness \(L\) whose back face is a hydrogen sink. If the crystal side of the interface has concentration \(kc_i\), the flux is \(kD_cc_i/L\), where \(D_c\) is the crystal diffusivity, so \(h=kD_c/L\).

For slow changes, take \(c_i\propto e^{pt}\). The crystal profile is proportional to \(\sinh[q_c(L-y)]\), with \(y\) the distance from the interface and \(q_c=\sqrt{p/D_c}\). Its inlet flux is \(kD_cq_c\coth(q_cL)\,c_i\). Using \(\coth z=1/z+z/3+\dots\), the flux becomes

\[
h\left(c_i+\frac{L^2}{3D_c}\frac{dc_i}{dt}\right)
\]

to first order in \(p\). The second term is the memory of the crystal, left out of the basic model and sized below.

## When hydrogen arrives

Before much hydrogen has arrived, \(v\approx v_0\) and \(s=s_0-v_0t\). The fixed surface concentration can be replaced by an initial concentration \(2c_s\) throughout \(x<0\): by symmetry, an unobstructed step of height \(2c_s\) keeps the value \(c_s\) at its midpoint. This holds until the interface's disturbance returns to the surface. To affect \(c_i\), that disturbance needs a total path of at least about \(3s\), so the error in \(c_i/c_s\) is at most of order \(e^{-9s^2/4Dt}\), small on arrival. It is usually much smaller, because the interface lay deeper at earlier times.

Measure \(y=s-x\) from the interface. At fixed \(x\), \(y\) changes at the rate \(-v_0\), so

\[
c_t=Dc_{yy}+v_0c_y,\qquad Dc_y+v_0c=hc\quad(y=0).
\]

Define \(b=v_0/2D\) and \(c=e^{-by-b^2Dt}u\). The first derivatives of \(u\) cancel, as do the terms without derivatives, leaving

\[
u_t=Du_{yy},\qquad u_y=\gamma u\quad(y=0),\qquad
\gamma=\frac{h-v_0/2}{D}.
\]

Take the Laplace transform in time, with \(q=\sqrt{p/D}\). For a unit source at \(y_0\), the solution below the source is

\[
\hat u=\frac{e^{-q(y_0-y)}}{2Dq}+Ae^{-qy}.
\]

The boundary condition gives \(A=e^{-qy_0}(q-\gamma)/[2Dq(q+\gamma)]\), and therefore \(\hat u(0)=e^{-qy_0}/[D(q+\gamma)]\). The initial condition is \(u=2c_se^{by_0}\) for \(y_0>s_0\). Integrating over these sources,

\[
\hat u(0)=\frac{2c_s\,e^{(b-q)s_0}}{D(q-b)(q+\gamma)}
=\frac{2c_s}{h}e^{bs_0}e^{-qs_0}
\left[\frac1{q-b}-\frac1{q+\gamma}\right],
\]

where the partial fractions use \(b+\gamma=h/D\).

To invert, let \(G(a,t)=e^{-a^2/4Dt}/\sqrt{\pi Dt}\). This is twice the spreading Gaussian, so its transform is \(e^{-qa}/(Dq)\), and that of \(-D\partial_aG\) is \(e^{-qa}\). Since

\[
\frac{e^{-qs_0}}{q+\gamma}=\int_0^\infty e^{-\gamma r}e^{-q(s_0+r)}dr,
\]

integration by parts gives the inverse

\[
D\left[G(s_0,t)-\gamma\int_0^\infty e^{-\gamma r}G(s_0+r,t)\,dr\right].
\]

Completing the square, the integral equals

\[
e^{\gamma s_0+\gamma^2Dt}\,
\mathrm{erfc}\!\left(\frac{s_0}{2\sqrt{Dt}}+\gamma\sqrt{Dt}\right).
\]

The term with \(q-b\) follows by replacing \(\gamma\) with \(-b\). The two \(G(s_0,t)\) terms cancel in the difference. Restoring the factor \(e^{-b^2Dt}\) and defining

\[
\zeta=\frac{s}{2\sqrt{Dt}},\qquad \eta=h\sqrt{\frac tD},
\]

the first error function has argument \(s_0/2\sqrt{Dt}-b\sqrt{Dt}=\zeta\), and the second has \(\zeta+\eta\). The exponent left in the second term is

\[
\frac{hs_0}{D}+\frac{h(h-v_0)t}{D}
=\frac{hs}{D}+\frac{h^2t}{D}=2\zeta\eta+\eta^2 .
\]

The prefactors are \(2Db/h=v_0/h\) and \(2D\gamma/h=2-v_0/h\). With \(\mathrm{erfcx}(z)=e^{z^2}\mathrm{erfc}(z)\), the arrival law is

\[
\boxed{\frac{c_i}{c_s}=\frac{v_0}{h}\,\mathrm{erfc}\,\zeta
+\left(2-\frac{v_0}{h}\right)e^{-\zeta^2}\mathrm{erfcx}(\zeta+\eta).}
\]

For \(h\to0\), expand the second term to first order in \(\eta\):

\[
e^{-\zeta^2}\mathrm{erfcx}(\zeta+\eta)\approx
\mathrm{erfc}\,\zeta-2\eta\,\mathrm{ierfc}\,\zeta,
\qquad
\mathrm{ierfc}\,\zeta=\frac{e^{-\zeta^2}}{\sqrt\pi}-\zeta\,\mathrm{erfc}\,\zeta .
\]

The \(1/h\) terms cancel, leaving \(c_i/c_s=2\,\mathrm{erfc}\,\zeta+2v_0\sqrt{t/D}\,\mathrm{ierfc}\,\zeta\). The first part is reflection at a closed interface; the second is hydrogen swept up by its motion.

A convenient marker of arrival is \(\zeta=1\), or \(s^2=4Dt=4\ell(s_0-s)\). The positive root is

\[
s_a=2\ell\left(\sqrt{1+s_0/\ell}-1\right).
\]

For \(s_0\gg\ell\), \(s_a\approx2\sqrt{\ell s_0}\), a small fraction of \(s_0\): as \(s_0/\ell\) grows, the slowing is confined to a shrinking share of the layer. For \(s_0\ll\ell\), \(s_a\approx s_0-s_0^2/4\ell\), and hydrogen arrives almost at once. Faster diffusion at fixed \(v_0\), or a thicker starting layer, makes the slowing begin deeper. The marker sets a scale and is not the onset, which lies deeper. For \(h\to0\) the law gives \(c_i/c_s\approx0.31+0.10\sqrt{(s_0-s_a)/\ell}\) at \(\zeta=1\), so for \(s_0\gg\ell\), or for \(c_s\gg K\), much of the slowing is already complete at \(s_a\). In the example below the rate is 1% down near 1600 nm although \(s_a=1236\) nm, and with \(h=0\) it has already fallen to about 0.85 nm/s at \(s_a\).

## The last stretch

When \(s\) is much smaller than both \(D/v\) and \(D/h\), diffusion across the layer is faster than the change of thickness. Once hydrogen has had a few times \(s^2/D\) to cross the layer, the concentration is close to \(c_s\), and the rate is close to

\[
v_s=v_0\left(1-\frac{\varphi c_s}{c_s+K}\right).
\]

To first order in \(s\), the interface balance gives the gradient \(c_x=-(h-v_s)c_s/D\). This linear profile does not change in time at this order, so neglecting \(c_t\) is consistent, and

\[
c_i\approx c_s\left[1-\frac{(h-v_s)s}{D}\right].
\]

Since \(dv/dc_i=-\varphi v_0K/(c_i+K)^2\), multiplication by \(dc_i/ds\) gives, at the surface,

\[
\frac{dv}{ds}=\frac{\varphi v_0Kc_s}{(c_s+K)^2}\,\frac{h-v_s}{D}.
\]

For \(h>v_s\) the rate is still falling as \(s\to0\). For \(h<v_s\) it is rising there. Inward diffusion and passivation therefore guarantee a surface rate below \(v_0\), but not a fall that continues to the surface.

## A silicon layer at 873 K

Take \(s_0=2000\) nm, \(v_0=1\) nm/s and \(D=500\) nm²/s, so \(\ell=500\) nm. Let \(c_s=K=2\times10^{19}\) cm⁻³ and \(\varphi=0.5\). For the crystal take \(D_c=2\times10^9\) nm²/s, \(L=5\times10^5\) nm and \(k=5\times10^{-4}\), which give \(h=2\) nm/s. All are round model parameters.

The arrival depth is \(1000(\sqrt5-1)=1236\) nm, reached after about 764 s at rate \(v_0\). There \(\eta\approx2.47\), and the arrival law gives

\[
\frac{c_i}{c_s}=0.5\,\mathrm{erfc}(1)+1.5\,e^{-1}\mathrm{erfcx}(3.47)
\approx0.079+0.086=0.165 .
\]

Numerical solution of the full moving-boundary equations, including the slowing already present, also gives 0.165. In a test with the velocity held at \(v_0\), for \(h=0\) and \(h=2\) nm/s, the law agreed with the numerical \(c_i\) at 1400 and 1200 nm to a relative \(10^{-4}\).

The full solution gives:

| Depth (nm) | \(c_i/c_s\) | Rate (nm/s) |
|---:|---:|---:|
| 1600 | 0.015 | 0.993 |
| 1200 | 0.185 | 0.922 |
| 800 | 0.387 | 0.860 |
| 400 | 0.550 | 0.823 |
| 50 | 0.890 | 0.765 |
| 2 | 0.995 | 0.751 |

The rate approaches \(v_s=1-0.5/2=0.75\) nm/s. The predicted surface slope is \(0.5\times0.25\times1.25/500=3.13\times10^{-4}\) s⁻¹; the solution gives \(3.12\times10^{-4}\) s⁻¹. Regrowth down to 2 nm takes 2245 s instead of 1998 s.

With \(h=0\) and everything else fixed, the front accumulates hydrogen. The rate reaches a minimum of 0.668 nm/s at about 480 nm, where \(c_i=1.98c_s\). It then recovers to 0.750 nm/s at 2 nm, because the thin layer exchanges its excess hydrogen with the surface. The surface slope is \(-1.88\times10^{-4}\) s⁻¹, as the formula predicts.

Three comparisons separate the causes.

- **Diffusion.** With \(D\) ten times smaller and the other parameters fixed, the rate at 800 nm is 0.992 instead of 0.860 nm/s.
- **History.** With the original \(D\) but a starting thickness of 1000 nm, the rate at 800 nm is 0.954 nm/s. The depth is the same, but hydrogen has had less time to arrive.
- **Passivation without a changing supply.** If the layer starts uniformly at \(c_s\) and \(h=v_s\), the balance requires no gradient. The rate stays at 0.75 nm/s throughout.

## What a real wafer can change

The chosen \(v_0\) and \(D\) are of a rough size appropriate to silicon near this temperature. The values of \(K\) and \(\varphi\) are much less certain, and \(k\) was chosen large to make the leak visible. It puts \(kc_s=10^{16}\) hydrogen atoms per cm³ in the crystal, whereas crystalline silicon at this temperature dissolves only roughly \(10^{11}\) cm⁻³ under one atmosphere of hydrogen gas. If \(c_s\) corresponds to a similar hydrogen pressure, that solubility would put \(h\) below \(10^{-4}\) nm/s. Unless traps or another sink take up hydrogen, the case \(h=0\), with its minimum and recovery, is then the better guide, and exchange through the crystal is negligible. The starting thickness matters too. For a 200 nm layer with the same \(\ell\), the arrival depth is about 183 nm, so slowing starts within some 20 s, and the delays discussed below can no longer be neglected: capture and release at the defects shift the rate by about 0.1 nm/s with or without the leak, and the crystal memory by about 0.04 nm/s if \(h=2\) nm/s.

The hydrogen-free back face is an assumption that can fail. Suppose hydrogen there is held at the level that would balance a concentration \(c_b\) in the amorphous layer. In the steady state the crystal concentration then runs from \(kc_i\) at the interface to \(kc_b\) at the back face, and the leak becomes \(h(c_i-c_b)\). While \(c_i<c_b\), hydrogen flows through the crystal towards the interface. It need not cross the amorphous layer first, so the slowing can begin earlier than the arrival law says.

The source must also last. In the example \(3.0\times10^{15}\) hydrogen atoms per cm² leak into the crystal, several times the rough number of silicon atoms in one surface layer. With \(h=0\) the demand is smaller but not negligible: the amorphous layer holds up to about \(1.8\times10^{15}\) cm⁻² before returning it to the surface. If the ambient or surface oxide cannot supply the hydrogen needed, \(c_s\) falls and the slowing weakens.

Two delays are smaller for this thick layer. An assumed release energy of 2.5 eV and attempt rate of \(10^{13}\) s⁻¹ give a release rate of 0.037 s⁻¹. Together with storage on \(10^{13}\) defects per cm², this shifts the rate by no more than about 0.005 nm/s in the example with the leak, and by up to about 0.011 nm/s with \(h=0\). The crystal memory time \(L^2/3D_c\) is 42 s, and its first-order term shifts the rate by at most 0.006 nm/s.

Temperature drift is a more serious rival explanation. For thermally activated growth, \(v_0\propto e^{-E/k_BT}\), a small drop \(\Delta T\) lowers \(\ln v_0\) by \(E\Delta T/k_BT^2\). Equating this to \(\ln(v_0/v_s)\) gives

\[
\Delta T\approx\frac{k_BT^2}{E}\ln\frac{v_0}{v_s}.
\]

With a rough \(E=2.7\) eV, a drop of about 7 K imitates the slowing from 1 to 0.75 nm/s, and about 10 K reaches the minimum of the case \(h=0\). A depth trend alone therefore does not identify hydrogen. A more discriminating experiment changes the hydrogen supply while keeping the thermal history fixed: in this model the slowing then changes, whereas a trend caused by temperature drift would remain. The numerical output below lists the parameters and most of the values used here.

## Calculated quantities

```
temperature: 873 K; kT: 0.07523 eV
starting thickness: 2000 nm
hydrogen-free rate v0: 1.00 nm/s
diffusivity in amorphous Si: 500 nm^2/s
length D/v0: 500 nm
surface hydrogen cs: 2.0e+19 cm^-3
half-blocking concentration K: 2.0e+19 cm^-3
blockable share of rate: 0.50
crystal diffusivity: 2.0e+09 nm^2/s
wafer thickness: 5.0e+05 nm; partition: 5.0e-04
leak velocity h: 2.00 nm/s
rate at surface vs: 0.7500 nm/s
depth (nm), time (s), ci/cs, rate (nm/s), with leak:
  1600, 400.4, 0.0151, 0.9926
  1200, 817.0, 0.1846, 0.9221
  800, 1267.5, 0.3874, 0.8604
  400, 1743.2, 0.5499, 0.8226
  200, 1989.9, 0.6848, 0.7968
  50, 2181.7, 0.8904, 0.7645
  2, 2245.1, 0.9950, 0.7506
arrival depth: 1236.1 nm
ci/cs there, full solution: 0.1649
ci/cs there, arrival law: 0.1650
largest arrival-law error, 1400 and 1200 nm: 8.07e-05
largest arrival-law error, 1000 nm: 1.87e-04
surface dv/ds, with leak: solved 3.1156e-04, law 3.1250e-04 1/s
surface dv/ds, no leak: solved -1.8769e-04, law -1.8750e-04 1/s
no leak: lowest rate 0.6677 nm/s at depth 480 nm
no leak: ci/cs at lowest rate: 1.9822
no leak: rate at 2 nm: 0.7496 nm/s
preloaded layer, h=vs: rate 0.7500 nm/s, spread 0.0e+00 nm/s
D/10: arrival depth 540.3 nm; rate at 800 nm 0.9923 nm/s
1000 nm start: rate at 800 nm 0.9540 nm/s
regrowth time to 2 nm: 2245.1 s
time lost to hydrogen: 247.1 s
mesh shift of rate, 100 to 200 cells: 1.1e-05 nm/s
assumed site density: 1.0e+13 cm^-2
release energy: 2.50 eV; attempt rate: 1.0e+13 1/s
hydrogen release rate: 0.0370 1/s
atoms crystallized per free site: 250 1/s
largest rate shift, site lag and storage: 0.0051 nm/s
crystal memory time: 41.7 s
largest rate shift, crystal memory: 0.0059 nm/s
hydrogen leaked into crystal: 3.00e+15 cm^-2
growth activation energy: 2.70 eV
temperature drop imitating vs: 6.94 K
```
